# Roughness in Sequential-Layer Sputtering without Interlayer Transport

## The problem

An ion beam removes atoms from a flat, thick solid built of atomic layers. Number the layers by \(m=0,1,2,\ldots\), where \(m\) is the number of layers originally above the one considered. Each complete layer holds \(n_s\) atoms per unit area, and neighbouring layers are a distance \(d\) apart. At time \(t\) a fraction \(\theta_m\) of layer \(m\) is still present.

An atom is exposed when nothing lies above it. There are no overhangs, so the exposed fraction of layer \(m\) is

\[
\phi_m=\theta_m-\theta_{m-1},\qquad \theta_{-1}=0 .
\]

The ion flux \(J\) is uniform, and each ion removes \(Y\) atoms on average. Exposed atoms leave singly, at the same rate in every layer. No atom moves from one layer to another, and none is redeposited.

(a) Write the equations for \(\theta_m\), and find a dimensionless variable that measures the mean number of layers removed.

(b) Solve for the exposed fractions and the coverages.

(c) Find the rms roughness as a function of the mean removed depth. What changes if the surface is rough at the start?

(d) A thin marker occupies layer \(m\). Find the mean and the width of its signal in the sputtered flux.

(e) Silicon (001) is sputtered for 2400 s by argon ions of roughly 1 keV at normal incidence, with a current density of 10 µA/cm² and a rough yield of 0.7 atoms per ion. Evaluate the roughness and judge whether the assumptions are credible.

## Hints

1. The share of the sputtered atoms that comes from layer \(m\) equals its share of the exposed area.
2. Subtract the equations of two neighbouring layers. All the exposed fractions then have the same decay term, which a common factor removes.
3. For the roughness, multiply the equations by \(m\) and by \(m^2\), sum, and shift the summation index. The full distribution is not needed.
4. For the marker, exchange the roles of \(m\) and the removed depth: hold \(m\) fixed and integrate over depth.
5. In (e), ask how far two neighbouring columns of atoms differ in height if they are eroded independently.

## Solution

### (a) The layer balance

During \(dt\) the beam removes \(JY\,dt\) atoms per unit area. A fraction \(\phi_m\) of them comes from layer \(m\), because all exposed atoms have the same removal rate. Hence

\[
n_s\,d\theta_m=-JY\phi_m\,dt .
\]

Define

\[
d\tau=\frac{JY}{n_s}\,dt,\qquad \tau=\frac{YF}{n_s},
\]

where \(F=\int J\,dt\) is the fluence and \(Y\) is constant. The balance becomes

\[
\frac{d\theta_m}{d\tau}=-\phi_m=-(\theta_m-\theta_{m-1}).
\]

A flux that varies in time enters through the fluence alone.

To identify \(\tau\), sum the exposed fractions from layer 0 to layer \(M\). Neighbouring terms cancel and leave \(\theta_M\), which tends to 1 for a deep, untouched layer. Thus \(\sum_m\phi_m=1\): every point of the surface exposes some layer. The amount removed, counted in complete layers, is \(\sum_m(1-\theta_m)\). Its derivative is \(\sum_m\phi_m=1\), and it starts from zero, so it equals \(\tau\). The mean removed depth is therefore \(z=d\tau\).

### (b) Exposed fractions and coverages

Subtracting the equation for \(\theta_{m-1}\) from that for \(\theta_m\) gives

\[
\frac{d\phi_m}{d\tau}=\phi_{m-1}-\phi_m,\qquad \phi_{-1}=0 .
\]

The first term is area gained when the layer above is removed. The second is area lost when layer \(m\) itself is removed. For a flat start \(\phi_0(0)=1\), and all other \(\phi_m(0)\) vanish.

Set \(\phi_m=e^{-\tau}u_m\). Then

\[
e^{-\tau}\left(\frac{du_m}{d\tau}-u_m\right)=e^{-\tau}(u_{m-1}-u_m)
\quad\Longrightarrow\quad
\frac{du_m}{d\tau}=u_{m-1}.
\]

For \(m=0\) the right side is zero, so \(u_0=1\). Suppose that \(u_{m-1}=\tau^{m-1}/(m-1)!\). Since \(u_m(0)=0\),

\[
u_m=\int_0^\tau\frac{s^{m-1}}{(m-1)!}\,ds=\frac{\tau^m}{m!}.
\]

By induction this holds for every \(m\), and

\[
\boxed{\phi_m(\tau)=e^{-\tau}\frac{\tau^m}{m!}}
\]

This is the Poisson distribution with mean \(\tau\). In microscopic terms, each column loses atoms at unit rate in \(\tau\), whatever its present height.

The coverage follows from \(d\theta_m/d\tau=-\phi_m\) with \(\theta_m(0)=1\). Because \(\int_0^\infty e^{-s}s^m\,ds=m!\),

\[
\theta_m(\tau)=1-\int_0^\tau e^{-s}\frac{s^m}{m!}\,ds
=\frac{1}{m!}\int_\tau^\infty e^{-s}s^m\,ds .
\]

The ratio \(\phi_m/\phi_{m-1}=\tau/m\) shows how the populations are ordered: they rise with \(m\) while \(m<\tau\) and fall when \(m>\tau\). At \(\tau=3\), layers 2 and 3 are equally exposed, with a fraction 0.224 each. About 5% of the original surface is still intact, although three layers have been removed on average.

For large \(\tau\) the distribution becomes Gaussian near its centre. Put \(m=\tau+x\) with \(|x|\ll\tau^{2/3}\), and use Stirling's formula \(\ln m!\simeq m\ln m-m+\tfrac12\ln(2\pi m)\):

\[
\ln\phi_m\simeq x-m\ln\frac{m}{\tau}-\tfrac12\ln(2\pi\tau).
\]

Expanding the logarithm,

\[
(\tau+x)\left(\frac{x}{\tau}-\frac{x^2}{2\tau^2}+\cdots\right)
=x+\frac{x^2}{2\tau}+O\!\left(\frac{x^3}{\tau^2}\right).
\]

The terms linear in \(x\) cancel, so

\[
\phi_m\simeq\frac{1}{\sqrt{2\pi\tau}}\exp\left[-\frac{(m-\tau)^2}{2\tau}\right].
\]

The exposed area is spread over a number of layers of order \(\sqrt\tau\), and no single layer keeps a large share.

### (c) The roughness

A column that exposes layer \(m\) has lost \(m\) atoms, so its surface lies at height \(-md\). The rms roughness \(\sigma\) is \(d\) times the standard deviation of \(m\). Averages are \(\langle f\rangle=\sum_m f(m)\phi_m\).

Multiply the equation for \(\phi_m\) by \(m\), sum, and replace \(m\) by \(m+1\) in the gain term:

\[
\frac{d\langle m\rangle}{d\tau}
=\sum_m\left[(m+1)-m\right]\phi_m=1 .
\]

In the same way,

\[
\frac{d\langle m^2\rangle}{d\tau}
=\sum_m\left[(m+1)^2-m^2\right]\phi_m
=2\langle m\rangle+1 .
\]

The variance \(V=\langle m^2\rangle-\langle m\rangle^2\) therefore obeys

\[
\frac{dV}{d\tau}=2\langle m\rangle+1-2\langle m\rangle\cdot1=1 .
\]

For a flat start \(V=\tau\), and

\[
\boxed{\sigma=d\sqrt{\tau}=\sqrt{d\,z}}
\]

The roughness grows as the square root of the removed depth. Relative to that depth it shrinks, since \(\sigma/z=\sqrt{d/z}\). The coverage equations, integrated numerically, give a growth exponent of 0.5000 between \(\tau=10\) and \(\tau=154.6\).

The moment argument did not use flatness. If the surface starts with roughness \(\sigma_0\), and \(z\) is the depth removed from then on,

\[
\sigma^2=\sigma_0^2+d\,z .
\]

The square-root law is then recovered when \(dz\gg\sigma_0^2\). As an example, let 30% of the surface expose layer 0 and 70% layer 2. The mean is 1.4 and the variance is \(0.3(1.4)^2+0.7(0.6)^2=0.84\). After 40 more layers the integrated equations give 40.84, as the formula requires.

The relation \(V=\tau\) relies on equal removal rates; unequal rates can change the prefactor of the square-root law or the law itself. Let an atom exposed in layer \(m\) leave at a rate \(r_m\) relative to the reference rate that defines \(\tau\). The same index shift gives

\[
\frac{d\langle m\rangle}{d\tau}=\langle r_m\rangle,\qquad
\frac{d\langle m^2\rangle}{d\tau}=\langle(2m+1)r_m\rangle,
\]

and therefore

\[
\frac{dV}{d\tau}=\langle r_m\rangle
+2\left(\langle m\,r_m\rangle-\langle m\rangle\langle r_m\rangle\right).
\]

Here \(\tau\) is a scaled fluence and no longer the mean number of layers removed. If deeper exposed regions are removed faster, the bracket is positive and roughening is enhanced. If higher regions are removed faster, it is reduced. For layers with alternating rates 1 and 0.5, numerical integration from \(\tau=100\) to 200 gives a variance increase of 1.111 per layer of mean removal, instead of 1.

### (d) The marker signal

The marker signal per unit \(\tau\) is proportional to \(\phi_m(\tau)\), with \(m\) fixed. Its moments are

\[
\int_0^\infty\tau^k\phi_m(\tau)\,d\tau
=\frac{1}{m!}\int_0^\infty e^{-\tau}\tau^{m+k}\,d\tau
=\frac{(m+k)!}{m!}.
\]

For \(k=0\) this is 1: each marker atom is removed once. The mean is \(m+1\), and the variance is

\[
(m+2)(m+1)-(m+1)^2=m+1 .
\]

The extra 1 arises because \(m\) atoms must leave a column before the marker atom is exposed, and the marker atom must then leave as well. The maximum lies at \(\tau=m\), where \(\phi_{m-1}=\phi_m\) and the derivative vanishes. The signal is thus slightly asymmetric, with its mean one layer beyond its maximum. Its rms width on the depth scale is \(d\sqrt{m+1}\), so deeper markers appear broader even though each occupies a single layer.

### (e) Silicon

For the (001) layers of crystalline silicon, \(d=0.1358\) nm and \(n_s=6.781\times10^{14}\) cm⁻². The current density divided by the elementary charge gives \(J=6.242\times10^{13}\) cm⁻² s⁻¹, so the fluence after 2400 s is \(F=1.498\times10^{17}\) cm⁻². Then

\[
\tau=\frac{0.7\times1.498\times10^{17}}{6.781\times10^{14}}=154.6,
\]

\[
z=154.6\times0.1358\ \text{nm}=21.0\ \text{nm},
\]

\[
\sigma=0.1358\ \text{nm}\times\sqrt{154.6}=1.69\ \text{nm}.
\]

The most exposed layer occupies 3.2% of the surface, in agreement with \(1/\sqrt{2\pi\tau}\). A marker beneath 100 layers, with its upper face 13.6 nm deep, has an rms signal width of \(0.1358\sqrt{101}=1.36\) nm.

**Lateral structure.** The layer equations fix how much area lies at each height, but not where it lies. If the columns are also eroded independently, the difference between two neighbours has variance \(\tau+\tau=2\tau\). Random removal from a \(200\times200\) array of columns gave an rms neighbour difference of 17.55 layers, against \(\sqrt{2\tau}=17.6\). For silicon such columns are an idealization: neighbouring (001) layers are shifted sideways, and the next atom straight below a given one lies four layers down. If a column is taken as a square cell of area \(1/n_s\), which is 0.384 nm wide, the rms step between neighbours is \(\sqrt2\,\sigma=2.39\) nm, or a slope of 81°. On such walls a common removal rate and the absence of redeposition are not credible. The result of 1.69 nm is thus a consequence of the stated rules and not a forecast for a real wafer.

**Mobility.** With a rough barrier of 0.7 eV and a rough attempt rate of \(10^{13}\) s⁻¹, an isolated surface atom at 300 K hops about 17 times per second. The beam removes 0.0644 layers per second, so there are about 270 hops per removed layer. A change of 0.05 eV in the barrier changes both numbers by a factor of about 7, so they are only order-of-magnitude estimates. Not every hop changes the layer, and the estimate ignores stronger binding at steps and defects. It nevertheless gives no support to the assumption of immobile atoms.

**Flux uniformity.** Let the flux vary over the observed area with relative standard deviation \(\epsilon\). The local mean of \(m\) then has variance \(\epsilon^2\tau^2\), which adds to the average local variance \(\tau\):

\[
\sigma^2=d\,z+\epsilon^2z^2 .
\]

For \(\epsilon=1\%\) the added depth spread is 0.21 nm, and the total rises merely to 1.70 nm. The two contributions become equal at \(\tau=1/\epsilon^2=10^4\), or 1.36 µm. Far beyond that depth the total roughness grows nearly linearly with depth.

**The real case.** The energy, current density and depth are in the range used for sputter depth profiling. Such a beam disorders the silicon near the surface, so the crystal layers serve here as a unit of removed material and not as a picture of the bombarded surface. The ions also mix atoms over a depth of roughly 2.5 nm, about 1.5 times the calculated roughness. The marker width of 1.36 nm therefore cannot be taken as the full depth resolution. The result is sensitive to the assumed absence of transport: the second variation below lowers 1.69 nm to between 0.6 and 0.2 nm for two assumed transport strengths. Nor is 1.69 nm an upper bound, since faster removal of deeper regions would raise it, as the covariance formula in (c) shows.

The main computed values are collected in the numerical output after the text.

## Variation 1: atoms leave in pairs

*Each event removes two atoms from one column, at the same mean removal rate. Does the square-root law survive?*

Events must occur at rate \(1/2\) in \(\tau\) to keep the mean depth equal to \(\tau\) layers. The exposed fractions obey

\[
\frac{d\phi_m}{d\tau}=\tfrac12(\phi_{m-2}-\phi_m).
\]

The number of events \(k\) in a column is Poissonian with mean and variance \(\tau/2\), by the argument of (b) with \(\tau\) replaced by \(\tau/2\). Since \(m=2k\),

\[
\langle m\rangle=2\cdot\frac{\tau}{2}=\tau,\qquad
V=4\cdot\frac{\tau}{2}=2\tau,\qquad
\sigma=\sqrt{2\,d\,z}.
\]

For the silicon depth of 21.0 nm this gives 2.39 nm instead of 1.69 nm. The square-root law survives with a larger prefactor, but the populations are no longer Poissonian: from a flat start, odd layers are never exposed. An observed square-root growth would therefore not prove that the populations are Poissonian.

## Variation 2: material moves downhill

*Columns on a square lattice exchange material with their four neighbours in proportion to the height difference. What replaces the square-root law?*

Let \(m_i\) be the number of layers lost by column \(i\), now treated as a continuous variable, and let \(N_i\) count its random removals. Take

\[
dm_i=dN_i+k\sum_{j\,\text{next to}\,i}(m_j-m_i)\,d\tau .
\]

If column \(i\) is deeper than its neighbours, the sum is negative and the column is refilled. Exchange conserves material, so the mean depth is still \(\tau\) layers. The randomness of the exchange itself is neglected. If whole atoms hop downhill at random with the same mean flow, the roughness at the silicon depth used below is larger by about 5% for \(k=0.01\) and by 12 to 13% for \(k=0.10\).

A unit removed from one column spreads over the lattice as a random walk with rate \(k\) to each neighbour. Let \(G_{\mathbf r}(s)\) be the part found at displacement \(\mathbf r\) after an interval \(s\). Removals in different columns and intervals are independent, and the count in \(ds\) has variance \(ds\). Their contributions to one column add as

\[
V=\int_0^\tau\sum_{\mathbf r}G_{\mathbf r}(s)^2\,ds
=\int_0^\tau G_{\mathbf 0}(2s)\,ds .
\]

The second form holds because \(G_{\mathbf r}=G_{-\mathbf r}\): the sum is the probability of going to any \(\mathbf r\) in an interval \(s\) and returning in another.

The walk factorizes into two independent directions. In one direction a wave \(e^{iqx}\) decays at the rate \(2k(1-\cos q)\), so the return probability after an interval \(t\) is

\[
\frac{1}{2\pi}\int_{-\pi}^{\pi}e^{-2kt(1-\cos q)}\,dq=e^{-2kt}I_0(2kt),
\]

where \(I_0\) is the modified Bessel function. With \(t=2s\) and two directions,

\[
V=\int_0^\tau\left[e^{-4ks}I_0(4ks)\right]^2ds .
\]

For \(k\tau\ll1\) the integrand is close to 1 and \(V\simeq\tau\), the result without transport. At large argument \(e^{-x}I_0(x)\simeq1/\sqrt{2\pi x}\), so the integrand tends to \(1/(8\pi ks)\). For \(k\tau\gg1\),

\[
V\simeq\frac{\ln(k\tau)}{8\pi k}+\frac{C}{k},
\]

with \(C\) a pure number. The variance now grows logarithmically, because on a two-dimensional lattice the return probability falls as \(1/s\), and the integral of \(1/s\) is a logarithm.

At the same silicon depth, \(k=0.01\) gives 4.52 layers or 0.61 nm, and \(k=0.10\) gives 1.72 layers or 0.23 nm. A direct simulation of the exchange rule at \(k=0.10\) also gives 1.72 layers. These values of \(k\) are assumed and not derived from the hop rate in (e). The smaller one means that a height difference of ten layers transfers one tenth of a layer while one layer is sputtered. Even this weak exchange reduces the roughness by more than half.

## Computed values

```
Populations at tau = 3 (integrated equations):
  exposed fraction of layer 0: 0.0498
  exposed fraction of layer 1: 0.1494
  exposed fraction of layer 2: 0.2240
  exposed fraction of layer 3: 0.2240
  exposed fraction of layer 4: 0.1680
  exposed fraction of layer 5: 0.1008
  exposed fraction of layer 6: 0.0504
Initial variance in rough-start test: 0.84 layers^2
Variance after 40 more layers: 40.84 layers^2
Silicon (001) layer spacing d: 0.1358 nm
Atoms per layer area: 6.781e+14 cm^-2
Sputter yield (rough input): 0.7 atoms/ion
Current density: 10 uA/cm2
Sputter time: 2400 s
Ion flux: 6.242e+13 cm^-2 s^-1
Ion fluence: 1.498e+17 cm^-2
Removal rate: 0.0644 layers/s
Mean layers removed tau: 154.6
Mean removed depth: 21.00 nm
Rms roughness, no transport: 12.44 layers
Rms roughness, no transport: 1.69 nm
Growth exponent from integrated equations: 0.5000
Largest exposed fraction: 0.0321
Gaussian estimate of largest fraction: 0.0321
Original top layer remaining: 6.9e-68
Random-removal roughness: 12.43 layers
Random-removal neighbour difference: 17.55 layers
Marker: layers originally above it: 100
Marker depth of upper face: 13.58 nm
Marker signal mean: 101.00 layers
Marker signal rms width: 1.36 nm
Lateral column spacing: 0.384 nm
Neighbour rms step: 2.39 nm
Slope angle of that step: 81 degrees
Roughness with transport k=0.01: 4.52 layers, 0.61 nm
Roughness with transport k=0.10: 1.72 layers, 0.23 nm
Simulated roughness, k=0.10: 1.72 layers
Temperature: 300 K
Hopping barrier (rough input): 0.7 eV
Attempt rate (rough input): 1e+13 s^-1
Thermal hop rate: 17 s^-1
Hops per removed layer: 270
Flux spread: 1 percent
Depth spread from flux: 0.21 nm
Roughness including flux spread: 1.70 nm
Depth where flux spread equals roughness: 1.36 um
Roughness if atoms leave in pairs: 2.39 nm
Variance/mean growth, layer rates 1 and 0.5: 1.111
Ion-mixing depth (rough input): 2.5 nm
Mixing depth / model roughness: 1.48
```
